# Fractional electron number on hydrogen and the dissociation error of H₂⁺, part 2

A clamped proton holds a mean electron number $0\le N\le1$. Its energy $E(N)$ is compared in exact theory, Hartree and LSDA (exchange only). It remains to (d) express $\Delta(\tfrac12)$ through the orbital energy $\varepsilon(N)$, (e) treat H₂⁺ at large proton–proton distance $R$, with fractions $q$ and $1-q$ of the electron on the protons, and (f) relate its dissociation error to $\Delta(\tfrac12)$. "The program" is the numerical check.

Here $k=e^2/4\pi\varepsilon_0$, $a_0=\hbar^2/(mk)=0.0529177$ nm, $E_h=k/a_0=4.359745$ aJ, $h=t-k/r$ with $t$ the kinetic operator, and $\Delta(N)=E(N)-(1-N)E(0)-NE(1)$ with $E(0)=0$. Exactly, $E_{\rm exact}(N)=-\tfrac12NE_h$ and
$$E_{xc}[n]=-U[n]\qquad\Big(\int n\,d^3r\le1\Big),$$
where $U[n]=\tfrac{k}{2}\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$.

In the approximations one normalised spin-up orbital gives $n=N|\varphi|^2$, and $E(N)$ is the minimum over $\varphi$ of
$$\mathcal E[\varphi;N]=N\langle h\rangle+\tfrac12N^2J[\varphi]-N^{4/3}X[\varphi],$$
$$J=k\iint\frac{|\varphi(\mathbf r)|^2|\varphi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}d^3r\,d^3r',\qquad X=\frac34\Big(\frac6\pi\Big)^{1/3}k\int|\varphi|^{8/3}d^3r,$$
with $X$ dropped for Hartree. The optimal orbital makes $\mathcal E-N\varepsilon\langle\varphi|\varphi\rangle$ stationary:
$$(h+v_H+v_x)\varphi=\varepsilon\varphi,\qquad v_H=k\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r',\qquad v_x=\frac{\delta E_x}{\delta n}=-k\Big(\frac{6n}{\pi}\Big)^{1/3}.$$

With the orbital frozen to the hydrogen function $\varphi_{1s}$,
$$\frac{E(N)}{E_h}=-\frac N2+\frac5{16}N^2-cN^{4/3},$$
with $c=0.268037$ (LSDA) or $c\to0$ (Hartree). The frozen LSDA curve is concave below
$$N^*=\Big(\frac{32c}{45}\Big)^{3/2}=0.0832 .$$
Scaling the 1s orbital by $\zeta=b$, $b=1-\frac{5N}{16}+cN^{1/3}$, changes the energy by $-\tfrac12N(b-1)^2E_h$, the "gain".

| aJ | Hartree | LSDA |
|---|---|---|
| $\Delta(\tfrac12)$, frozen | −0.34061 | −0.22007 |
| $\Delta(\tfrac12)$, self-consistent (SCF) | −0.24795 | −0.22030 |
| $E(\tfrac12)$, SCF | −0.77976 | −1.21667 |
| $E(1)$, SCF | −1.06362 | −1.99275 |

At $N=\tfrac12$ frozen exchange cancels 35% of the Hartree deviation.

### (d) Orbital energies

Let $\varphi_N$ be the optimal orbital. In $dE/dN$ the change of $\varphi_N$ contributes $N\varepsilon\,d\langle\varphi_N|\varphi_N\rangle/dN=0$, because $\mathcal E-N\varepsilon\langle\varphi|\varphi\rangle$ is stationary and the norm is fixed. Only the explicit dependence is left:
$$\frac{dE}{dN}=\langle h\rangle+NJ-\tfrac43N^{1/3}X .$$
The expectation value of the orbital equation is $\varepsilon=\langle h\rangle+\langle v_H\rangle+\langle v_x\rangle$, with $\langle v_H\rangle=NJ$ and $\langle v_x\rangle=-k(6/\pi)^{1/3}N^{1/3}\int|\varphi|^{8/3}=-\tfrac43N^{1/3}X$. The two expressions agree, which is Janak's theorem, $dE/dN=\varepsilon(N)$. The program tests it by finite differences at $N=0.3$ and $0.8$. The orbital energies, in aJ, are:

| $N$ | exact | Hartree | LSDA |
|---|---|---|---|
| 0 | −2.17987 | −2.17987 | −2.17987 |
| 0.25 | −2.17987 | −1.54420 | −2.48967 |
| 0.5 | −2.17987 | −1.00051 | −2.03885 |
| 0.75 | −2.17987 | −0.55115 | −1.54916 |
| 1 | −2.17987 | −0.20152 | −1.07656 |

As $N\to0$ the self-interaction vanishes and $\varphi_N\to\varphi_{1s}$, so the frozen formula gives the leading terms, $\varepsilon/E_h\approx-\tfrac12+\tfrac58N-\tfrac43cN^{1/3}$. The first correction for LSDA comes from the relaxation energy, of order $N(N^{1/3})^2$, and is of order $N^{2/3}$ in $\varepsilon$. It exceeds $\tfrac58N$ as $N\to0$, so for LSDA only $-\tfrac12-\tfrac43cN^{1/3}$ is leading. The program tests the formula at $N=10^{-3}$ to $2\times10^{-3}E_h$, which checks the $N^{1/3}$ term ($0.036E_h$) but not the $\tfrac58N$ term ($6\times10^{-4}E_h$). The Hartree $\varepsilon$ rises at every step of a 21-point grid in $N$. The LSDA $\varepsilon$ first falls, to a minimum of $-2.6585$ aJ at $N=0.083$, so the concave region of (b) persists in the self-consistent curve.

The self-consistent inflection point, $0.083$, agrees with the frozen $0.0832$ to three decimals. The scaled family shows why relaxation can leave it nearly in place. The gain is $-\tfrac12gE_h$ with $g=N(cN^{1/3}-aN)^2=c^2N^{5/3}-2acN^{7/3}+a^2N^3$ and $a=\tfrac5{16}$, so
$$g''=\tfrac{10}9c^2N^{-1/3}-\tfrac{56}9acN^{1/3}+6a^2N .$$
At $N^*$, where $N^{1/3}=(32c/45)^{1/2}=0.4366$, the terms are $0.1828-0.2275+0.0488=0.004$. The curvature changes by $-0.002E_h$, while the frozen third derivative there is $\tfrac8{27}cN^{-5/3}E_h\approx5.0E_h$, so the zero moves by about $0.0004$. This is derived for scaling only; that the remaining relaxation is equally ineffective is a numerical finding.

Since $E(\tfrac12)=\int_0^{1/2}\varepsilon\,dN$ and $E(1)=\int_0^1\varepsilon\,dN$,
$$2\Delta(\tfrac12)=2E(\tfrac12)-E(1)=\int_0^{1/2}\varepsilon\,dN-\int_{1/2}^1\varepsilon\,dN .$$
Quadrature of the computed $\varepsilon(N)$ gives $-0.77976+0.28386=-0.49590$ aJ for Hartree and $-1.21667+0.77607=-0.44060$ aJ for LSDA, equal to twice the self-consistent entries above. The first half of the electron is bound more strongly than the second, whereas in exact theory both halves are bound alike. Integration by parts gives $\int_0^{1/2}\varepsilon=\tfrac12\varepsilon(\tfrac12)-\int_0^{1/2}N\varepsilon'$ and $\int_{1/2}^1\varepsilon=\tfrac12\varepsilon(\tfrac12)+\int_{1/2}^1(1-N)\varepsilon'$, so
$$2\Delta(\tfrac12)=-\int_0^1\min(N,1-N)\,E''(N)\,dN .$$
The weight integrates to $\tfrac14$ and vanishes at $N=0$, where the LSDA curvature diverges only as $N^{-2/3}$. Replacing $E''$ by its midpoint value gives the estimate $-E''(\tfrac12)/4$. With $E''(\tfrac12)=1.9882$ aJ (Hartree) and $1.9399$ aJ (LSDA), finite differences good to about $10^{-4}$ aJ, this is $-0.497$ aJ and $-0.485$ aJ, against $-0.496$ aJ and $-0.441$ aJ. The LSDA estimate is 10% too large in magnitude relative to the full value, so the weighted mean curvature lies below the midpoint value. The shortfall comes from the lower half. There $\int_0^{1/2}NE''\,dN=\tfrac12\varepsilon(\tfrac12)-E(\tfrac12)=-1.01943+1.21667=0.197$ aJ against $E''(\tfrac12)/8=0.242$ aJ, while the upper half gives $E(1)-E(\tfrac12)-\tfrac12\varepsilon(\tfrac12)=0.243$ aJ. The concave region supplies only about a quarter of this $0.045$ aJ: the frozen formula gives $\int_0^{N^*}NE''\,dN=(\tfrac5{16}N^{*2}-\tfrac13cN^{*4/3})E_h=-0.005$ aJ against $\tfrac12E''(\tfrac12)N^{*2}=+0.007$ aJ. The rest comes from $N^*<N<\tfrac12$, where the curvature is positive but still below its midpoint value.

### (e) Stretched H₂⁺

Place protons A and B a distance $R$ apart. The energy of one spin-up electron in a normalised orbital $\varphi$, with $n=|\varphi|^2$, is
$$\mathcal E=\Big\langle t-\frac k{r_A}-\frac k{r_B}\Big\rangle+\frac kR+U[n]+E_{xc}[n].$$
Take $\varphi=\sqrt q\,\varphi_A+\sqrt{1-q}\,\varphi_B$ with spherical normalised orbitals centred on A and B. A bound orbital decays exponentially, so for $R$ many times the orbital size every term containing the product $\varphi_A\varphi_B$ is exponentially small in $R$, and such terms are dropped. Then $n=n_A+n_B$ with $n_A=q|\varphi_A|^2$ and $n_B=(1-q)|\varphi_B|^2$ occupying separate regions.

The kinetic energy and the attraction of each cloud to its own proton give $q\langle h\rangle_A+(1-q)\langle h\rangle_B$. A spherical cloud acts outside itself as a point charge, so the attraction of $n_A$ to proton B is $-qk/R$ and that of $n_B$ to proton A is $-(1-q)k/R$. These two and the proton repulsion cancel:
$$\frac kR\,[\,1-q-(1-q)\,]=0 .$$
In exact theory $U+E_{xc}=0$ by (a), nothing else remains, and with 1s orbitals $\mathcal E=-E_h/2$ for every $q$, with no $1/R$ term. Physically the electron is found on A or on B, and the neutral atom so formed has no Coulomb interaction with the other proton.

In the approximations $U$ is quadratic, $U[n_A+n_B]=U[n_A]+U[n_B]+k\iint n_An_B/|\mathbf r-\mathbf r'|$, and the cross term between two separated spherical clouds is $q(1-q)k/R$. LSDA exchange is local, and at each point only one of $n_A,n_B$ is appreciable, so $\int(n_A+n_B)^{4/3}=\int n_A^{4/3}+\int n_B^{4/3}$ and there is no cross term to cancel it. The on-site terms are the atomic functionals $\mathcal E[\varphi_A;q]$ and $\mathcal E[\varphi_B;1-q]$, and minimising over the spherical orbitals gives
$$f(q)=E(q)+E(1-q)+q(1-q)\frac kR .$$
This is where the fractional-charge atom enters a system with a whole electron. The last term is the repulsion of the net charges $(1-q)e$ and $qe$, and it is the self-repulsion of one electron across the two centres. The program evaluates the full molecular functional on such a trial orbital at $q=0.3$, $R=2.4$ nm, in an uncontracted Gaussian basis of 13 s and 4 p functions per atom with libxc exchange, and finds agreement to $10^{-6}E_h$ with this formula, and with the $q$-independent exact value, when the atoms are computed in the same basis.

By Janak's theorem
$$f'(q)=\varepsilon(q)-\varepsilon(1-q)+(1-2q)\frac kR,\qquad f''(\tfrac12)=2\Big[E''(\tfrac12)-\frac kR\Big].$$
The first derivative vanishes at $q=\tfrac12$, which is a local minimum if $R>k/E''(\tfrac12)$. That distance is $0.1160$ nm for Hartree and $0.1189$ nm for LSDA, about two Bohr radii, where the clouds overlap and the fragment formula no longer applies; wherever it applies the condition is met. The localised state $q=0$ is not a competing minimum: for LSDA at $R=1.6$ nm, where $k/R=4\times0.036048=0.14419$ aJ, $f'(0)=-2.17987+1.07656+0.14419<0$, and the Hartree slope is more negative still. On a grid of 21 values of $q$ the program asserts that $q=\tfrac12$ is the lowest, at $R=1.6$ nm and at $R\to\infty$. As a check on the stiffness, the quadratic term predicts that $q=0.3$ at $R=2.4$ nm, where $k/R=4\times0.024032=0.09613$ aJ, lies $(1.9882-0.0961)(0.2)^2=0.0757$ aJ above the minimum for Hartree and $(1.9399-0.0961)(0.2)^2=0.0738$ aJ for LSDA. The computed differences are $-1.45983+1.53549=0.0757$ aJ and $-2.33625+2.40930=0.0731$ aJ.

The next term comes from letting the clouds deform. For Hartree and LSDA, still without overlap, the functional is the sum of the two on-site energies and the classical electrostatic energy between the total charge distributions of the fragments. At $q=\tfrac12$ each has net charge $e/2$ and produces at the other the field
$$F=\frac{e/2}{4\pi\varepsilon_0R^2}=\frac{k}{2eR^2}.$$
Define the polarisability $\alpha(N)$ of the isolated fragment by $E(N;F)=E(N)-\tfrac12\alpha F^2$ in a weak uniform field. Equivalently, the least on-site cost of a small dipole $\mu$ is $\mu^2/2\alpha$, since minimising $\mu^2/2\alpha-\mu F$ gives $\mu=\alpha F$ and $-\tfrac12\alpha F^2$. The multipole expansion of the interaction about the protons is $k/4R-\mu_AF-\mu_BF$, with each dipole measured along the field it feels, plus a dipole–dipole term of order $\mu^2/R^3\sim R^{-7}$ and a quadrupole term. The field gradient is of order $R^{-3}$, the quadrupole it induces is of the same order, and their product is $R^{-6}$. Minimising over each dipole separately,
$$E(R)=2E(\tfrac12)+\frac k{4R}-\alpha(\tfrac12)F^2+O(R^{-6}).$$
In exact theory the energy is a plain expectation value, so the part of the orbital near A feels the bare proton B, with field $2F$, and responds as a whole hydrogen atom with weight $q$. The weights add to one:
$$E_{\rm exact}(R)=-\tfrac12E_h-\tfrac12\alpha(1)(2F)^2+O(R^{-6}).$$

The program solves the molecular equations self-consistently in the inversion-symmetric subspace and obtains $\alpha$ from the atom in a finite field. At $R=2.4$ nm, $eF=2\times0.024032\ \text{aJ}/2.4\ \text{nm}=2.0027\times10^{-11}$ N, and with $e=(4.359745/27.2114)\times10^{-18}$ C $=1.6022\times10^{-19}$ C the field is $F=1.2500\times10^8$ V/m, so $F^2=1.5624\times10^{16}$ V²/m². The polarisabilities in this basis are $8.714\times10^{-41}$ (Hartree, $N=\tfrac12$), $3.117\times10^{-41}$ (LSDA, $N=\tfrac12$) and $7.413\times10^{-41}$ C²m²/J (exact, $N=1$). They lie about 0.1% below the basis-set limits $8.720$, $3.121$ and $7.420\times10^{-41}$ C²m²/J, the last being the exact $\tfrac92e^2a_0^2/E_h$; the values in the basis are the ones to compare with the molecule in the same basis. The predicted terms are $-8.714\times10^{-41}\times1.5624\times10^{16}$ J $=-1.361\times10^{-6}$ aJ, likewise $-4.87\times10^{-7}$ aJ, and $-2\times7.413\times10^{-41}\times1.5624\times10^{16}$ J $=-2.316\times10^{-6}$ aJ. The molecular residuals, meaning $E(R)$ minus the atomic energies in the same basis and minus $k/4R$ where it applies, are $-1.361\times10^{-6}$, $-4.869\times10^{-7}$ and $-2.317\times10^{-6}$ aJ. At $R=1.6$ nm residual and prediction are $-6.900$ and $-6.892$ (Hartree), $-2.464$ and $-2.465$ (LSDA), $-11.72$ and $-11.73$ (exact), all in $10^{-6}$ aJ. The basis has no d functions, so it represents the $R^{-6}$ term poorly and this agreement does not measure that term. The residuals are therefore not converged to the digits shown. At 1.6 nm the basis-set limits are about $-6.95$ (Hartree) and $-2.48$ (LSDA) through order $R^{-6}$, and $-11.79$ (exact), all in $10^{-6}$ aJ, which are shifts of up to 0.7%.

The coefficient of $k/R$ taken from the two distances is $0.2499$ (Hartree), $0.2500$ (LSDA) and $-0.0002$ (exact). The departures from $\tfrac14$ and 0 are the $R^{-4}$ terms: $k/R$ differs by $0.14419-0.09613=0.04806$ aJ between the distances, the exact residuals differ by $-9.4\times10^{-6}$ aJ, and the ratio is $-0.0002$; for Hartree $-5.5\times10^{-6}/0.04806=-0.0001$. The exact-theory energy at 2.4 nm, $-2.17986$ aJ, lies about $10^{-5}$ aJ above $-E_h/2$, although the true value lies slightly below. Subtracting the residuals at either distance puts the atom in the Gaussian basis at $-2.17986$ aJ, so this is the basis error, which cancels in the residuals.

### (f) The dissociation error

H₂⁺ should dissociate to the energy of a hydrogen atom and a bare proton, $E(1)+E(0)$. In the approximations the limit of (e) is $E(\infty)=2E(\tfrac12)$, and by the definition of $\Delta$, $2E(\tfrac12)=2\Delta(\tfrac12)+E(0)+E(1)$. Therefore
$$E(\infty)-E(\mathrm H)-E(\mathrm H^+)=2\Delta(\tfrac12),$$
with $E(\mathrm H)=E(1)$ computed in the same functional. This is the error of the dissociation limit relative to the functional's own separated products, and it vanishes in exact theory. The values are
$$\text{Hartree: }2(-0.77976)+1.06362=-0.49590\ \text{aJ}=-3.095\ \text{eV},$$
$$\text{LSDA: }2(-1.21667)+1.99275=-0.4406\ \text{aJ}=-2.750\ \text{eV}.$$
From the molecule at $R=2.4$ nm, $E(R)-k/4R-E(1)$ is $-1.53549-0.02403+1.06362=-0.4959$ aJ for Hartree and $-2.40930-0.02403+1.99275=-0.4406$ aJ for LSDA; from the unrounded energies the program gives $-0.49589$ and $-0.44059$ aJ, one unit in the last digit from the atomic values. Both functionals prefer two half-charged fragments to the correct products, which is the delocalisation error.

Relative to the exact limit $-E_h/2$ the error of the atom itself is added:
$$E(\infty)+\tfrac12E_h=2\Delta(\tfrac12)+\big[E(1)+\tfrac12E_h\big].$$
For LSDA this is $-0.44060+0.18713=-0.25347$ aJ $=-1.582$ eV, and for Hartree $-0.49590+1.11625=+0.62035$ aJ $=+3.872$ eV. The Hartree error changes sign between the two reference points, so a dissociation error has no meaning until the reference is named. Adding LSDA exchange to the Hartree functional lowers the error of $E(1)$ by $1-0.18713/1.11625=83\%$ but lowers $|2\Delta(\tfrac12)|$ by only $1-0.44060/0.49590=11\%$, each relative to the self-consistent Hartree value. The second figure is below the frozen 35% because relaxation had already reduced the Hartree deviation, as found in (c).

The identity concerns the limit. At finite $R$ the tail must be removed first: at 1.6 nm the LSDA energy is $-2.39729$ aJ and $E(R)-E(1)=-0.40454$ aJ, the difference $k/4R=0.03605$ aJ being 8% of $|2\Delta(\tfrac12)|$. The tail is positive, so the approximate curves fall towards their limit from above and the fragments repel, while the exact curve rises towards its limit through the attractive $R^{-4}$ term. If the approximate curve also has a local minimum at a chemical bond length, which is not computed here, a maximum must separate that minimum from the falling tail.

The relation rests on three conditions. The exchange-correlation energy must split, as $R\to\infty$, into the sum of its values for the two fragments. A cross term that decays with $R$ changes the tail but not the limit; the full $k/4R$ tail of (e) belongs to functionals with no $1/R$ cross term in exchange-correlation, such as LSDA. Hartree–Fock exchange for one occupied orbital equals $-U[n]$ over both centres, cross term included; it removes the $k/4R$ tail and the curvature together, and the relation then holds in the form $0=0$, as in exact theory. The atomic curve must be computed with the spin state of the molecule: both halves are spin-up, and an unpolarised half electron, with a quarter of an electron in each spin, has a different LSDA exchange energy and belongs to a different problem. Finally the minimum of $E(q)+E(1-q)$ must lie at $q=\tfrac12$. For a functional with $\Delta>0$ throughout the interval, $E(q)+E(1-q)=E(1)+\Delta(q)+\Delta(1-q)$ is least at $q=0$ or $1$; the electron localises on one proton, the limit is $E(1)$, and $2\Delta(\tfrac12)$ is then the error only of the solution constrained to inversion symmetry.

## Values computed for the example and the checks

```
a0 = 0.0529177 nm, Eh = 4.359745 aJ = 27.2114 eV
J/Eh = 0.625000, c = 0.268037 (dimensionless)
H- s-wave CI energy = -2.2415 aJ; 2E(1) exact = -4.3597 aJ
Hartree zeta(1/2) = 0.84375, zeta(1) = 0.68750
Hartree frozen: E(1/2) -0.74933, E(1) -0.81745, Delta -0.34061 aJ
Hartree scaled: E(1/2) -0.77594, E(1) -1.03033, Delta -0.26078 aJ
Hartree SCF: E(1/2) -0.77976, E(1) -1.06362, Delta -0.24795 aJ
LSDA zeta(1/2) = 1.05649, zeta(1) = 0.95554
LSDA frozen: E(1/2) -1.21308, E(1) -1.98603, Delta -0.22007 aJ
LSDA scaled: E(1/2) -1.21656, E(1) -1.99034, Delta -0.22139 aJ
LSDA SCF: E(1/2) -1.21667, E(1) -1.99275, Delta -0.22030 aJ
N=0: E exact 0.00000, Har 0.00000, LSDA 0.00000 aJ
   eps exact -2.17987, Har -2.17987, LSDA -2.17987 aJ
N=0.25: E exact -0.54497, Har -0.46361, LSDA -0.64867 aJ
   eps exact -2.17987, Har -1.54420, LSDA -2.48967 aJ
N=0.5: E exact -1.08994, Har -0.77976, LSDA -1.21667 aJ
   eps exact -2.17987, Har -1.00051, LSDA -2.03885 aJ
N=0.75: E exact -1.63490, Har -0.97172, LSDA -1.66519 aJ
   eps exact -2.17987, Har -0.55115, LSDA -1.54916 aJ
N=1: E exact -2.17987, Har -1.06362, LSDA -1.99275 aJ
   eps exact -2.17987, Har -0.20152, LSDA -1.07656 aJ
RHF He = -12.4762 aJ, RHF H- = -2.1272 aJ
Hartree: int eps 0..1/2 -0.77976, 1/2..1 -0.28386 aJ
Hartree: E''(1/2) = 1.9882 aJ, k/E'' = 0.1160 nm
LSDA: int eps 0..1/2 -1.21667, 1/2..1 -0.77607 aJ
LSDA: E''(1/2) = 1.9399 aJ, k/E'' = 0.1189 nm
LSDA inflection N*: frozen 0.0832, SCF 0.083; eps min -2.6585 aJ
R = 1.6 nm: k/4R = 0.036048 aJ
 exact: E -2.17987, residual -1.172e-05, predicted -1.173e-05 aJ
 Hartree: E -1.52348, residual -6.900e-06, predicted -6.892e-06 aJ
 LSDA: E -2.39729, residual -2.464e-06, predicted -2.465e-06 aJ
R = 2.4 nm: k/4R = 0.024032 aJ
 exact: E -2.17986, residual -2.317e-06, predicted -2.316e-06 aJ
 exact: alpha(N=1.0) 7.413e-41 C^2m^2/J; q=0.3 trial E -2.17986 aJ
 Hartree: E -1.53549, residual -1.361e-06, predicted -1.361e-06 aJ
 Hartree: alpha(N=0.5) 8.714e-41 C^2m^2/J; q=0.3 trial E -1.45983 aJ
 LSDA: E -2.40930, residual -4.869e-07, predicted -4.869e-07 aJ
 LSDA: alpha(N=0.5) 3.117e-41 C^2m^2/J; q=0.3 trial E -2.33625 aJ
exact: coefficient of k/R from the two distances = -0.0002
Hartree: coefficient of k/R from the two distances = 0.2499
LSDA: coefficient of k/R from the two distances = 0.2500
Hartree: 2Delta(1/2) = -0.49590 aJ = -3.095 eV; from H2+ -0.49589 aJ
Hartree: E(1)+Eh/2 = 1.11625 aJ; error vs exact 0.62035 aJ = 3.872 eV
LSDA: 2Delta(1/2) = -0.44060 aJ = -2.750 eV; from H2+ -0.44059 aJ
LSDA: E(1)+Eh/2 = 0.18713 aJ; error vs exact -0.25347 aJ = -1.582 eV
```
